# Density and Potential Mixing: Adjoint Jacobians with One Spectrum

## Why changing the mixed variable does not cure an instability

A self-consistent calculation that feeds its output straight back as input can multiply a small error by about $-19$ per cycle, as the layered electron gas treated below does. Replacing the mixed density by the mixed potential looks like a remedy, because the Hartree potential is smoother than the density that produces it. If one does not know how the two schemes are related, one may retune the damping or blame the wrong variable. Near the solution and with simple damped mixing, both schemes have the same stability limit and the same best convergence rate.

### The two residuals

Consider a spin-unpolarized system with a local multiplicative potential, at fixed electron number $N$ and temperature $T>0$, in a finite plane-wave basis. Densities and potentials are real functions on a grid with volume $w$ per point, and $\langle a,b\rangle=w\sum_j a_jb_j$. A dagger denotes the adjoint in this inner product.

Let $F(V)$ be the density of independent electrons in the potential $V$, and let $U(n)$ be the effective potential built from the density $n$: external, Hartree and exchange-correlation parts. A constant in $V$ does not change $F$ at fixed $N$, so the mean of $U$ is removed. Density changes have zero mean because $N$ is fixed. All operators below act on zero-mean functions. Define

$$\chi_0=\frac{\delta F}{\delta V},\qquad K=\frac{\delta U}{\delta n},\qquad \varepsilon=1-K\chi_0. \tag{1}$$

The inverse of this $\varepsilon$ turns a small change of the external potential into the screened change of the effective potential. Its kernel $K$ includes exchange and correlation. The input-minus-output residuals are

$$r(n)=n-F(U(n)),\qquad s(V)=V-U(F(V)). \tag{2}$$

By the chain rule, their Jacobians are

$$Dr(n)=1-\chi_0(U(n))\,K(n),\qquad Ds(V)=1-K(F(V))\,\chi_0(V). \tag{3}$$

With output-minus-input residuals both would change sign.

The kernel $K$ is symmetric, because it is the second derivative of the Hartree and exchange-correlation energy, projected on zero-mean functions. The next section shows that $\chi_0$ is symmetric too. At a self-consistent pair, $V_*=U(n_*)$ and $n_*=F(V_*)$, so both expressions in (3) contain the same $K$ and the same $\chi_0$:

$$Dr(n_*)=1-\chi_0K=\varepsilon^\dagger,\qquad Ds(V_*)=1-K\chi_0=\varepsilon. \tag{4}$$

Away from self-consistency, at matched inputs $V=U(n)$, the density scheme has $K$ at the input density and the potential scheme has it at the output density. The adjoint relation then generally fails, unless $K$ is constant, as for the Hartree interaction alone.

### The independent-electron response

Let $\psi_a$ be the orbitals, $\epsilon_a$ their energies and $f_a=f(\epsilon_a-\mu)$ their occupations, with $f$ smooth and strictly decreasing. A perturbation $v$ has matrix elements $v_{ab}=\langle\psi_a|v|\psi_b\rangle$ and changes the orbitals by

$$\delta\psi_a=\sum_{b\ne a}\psi_b\,\frac{v_{ba}}{\epsilon_a-\epsilon_b}. \tag{5}$$

Insert this in $n=\sum_af_a|\psi_a|^2$. The orbital part of $\delta n$ is the sum over $a\neq b$ of $f_a\psi_a^*\psi_bv_{ba}/(\epsilon_a-\epsilon_b)$ plus its complex conjugate. Exchanging the names $a$ and $b$ in the conjugate gives $-f_b\psi_a^*\psi_bv_{ba}/(\epsilon_a-\epsilon_b)$. With the change of the occupations,

$$\delta n=\sum_{a\ne b}\frac{f_a-f_b}{\epsilon_a-\epsilon_b}\,\psi_a^*\psi_b\,v_{ba}+\sum_af_a'\,(v_{aa}-\delta\mu)\,|\psi_a|^2. \tag{6}$$

For degenerate pairs the quotient means its limit $f_a'$. Orthogonality removes the first sum from $\int\delta n$, so fixed $N$ requires $\delta\mu=\bar v\equiv\sum_af_a'v_{aa}/\sum_af_a'$. Now multiply (6) by another perturbation $u$ and integrate. Since $\sum_af_a'(v_{aa}-\bar v)=0$, one may subtract $\bar u$ from $u_{aa}$:

$$\langle u,\chi_0v\rangle=\sum_{a\ne b}\frac{f_a-f_b}{\epsilon_a-\epsilon_b}u_{ab}v_{ba}+\sum_af_a'(u_{aa}-\bar u)(v_{aa}-\bar v). \tag{7}$$

This is unchanged when $u$ and $v$ are exchanged, so $\chi_0$ is symmetric. For $u=v$ every term is non-positive, because $f$ decreases. The sum vanishes only if all off-diagonal $v_{ab}$ vanish and all $v_{aa}$ are equal. Then $v$ acts as a constant on the whole orbital space, and its plane-wave elements $v_{\mathbf G-\mathbf G'}$ vanish for $\mathbf G\neq\mathbf G'$. If the grid carries no Fourier components beyond such differences, $v$ is a constant, which is zero in the zero-mean space. Hence $-\chi_0$ is positive definite and invertible there.

### One real spectrum

From the definitions,

$$\varepsilon^\dagger\chi_0=\chi_0-\chi_0K\chi_0=\chi_0\varepsilon. \tag{8}$$

Since $\chi_0$ is invertible, $\varepsilon=\chi_0^{-1}\varepsilon^\dagger\chi_0$: the two Jacobians are similar and have the same eigenvalues. To see that these are real, let $S=(-\chi_0)^{1/2}$ be the positive square root. Then

$$\varepsilon^\dagger=1+S^2K=S\,A\,S^{-1},\qquad \varepsilon=1+KS^2=S^{-1}A\,S,\qquad A=1+SKS. \tag{9}$$

The operator $A$ is real and symmetric, so it has real eigenvalues $\lambda$ and a complete set of eigenvectors $a$. The density mode is $Sa$ and the potential mode is $S^{-1}a$. Because $Sa=S^2(S^{-1}a)=-\chi_0(S^{-1}a)$, each density mode is, up to sign, the response to its potential mode. Nothing here requires $K$ to be positive or invertible.

Invertibility of $\chi_0$ does matter for the complete set. At $T=0$ with a gap, only pairs of one occupied and one empty orbital contribute to (7). With a single occupied real orbital and $N_b$ plane waves there are $N_b-1$ such pairs. This is fewer than the zero-mean components $\mathbf G-\mathbf G'$ ($2N_b-2$ in one dimension), so on a grid that carries them all $\chi_0$ is singular. The two-dimensional matrices

$$\chi_0=\begin{pmatrix}-1&0\\0&0\end{pmatrix},\quad K=\begin{pmatrix}0&1\\1&0\end{pmatrix}\quad\Rightarrow\quad \varepsilon=\begin{pmatrix}1&0\\1&1\end{pmatrix} \tag{10}$$

show what can then happen. The eigenvalues of $\varepsilon$ and $\varepsilon^\dagger$ still agree, but there is only one eigenvector.

### Damping and the meaning of a positive spectrum

Simple mixing takes $n_{k+1}=n_k-\alpha r(n_k)$ or $V_{k+1}=V_k-\alpha s(V_k)$. To first order the errors are multiplied by $1-\alpha\varepsilon^\dagger$ or $1-\alpha\varepsilon$, so each mode acquires the factor $1-\alpha\lambda$. All factors have magnitude below one if

$$\lambda_{\min}>0,\qquad 0<\alpha<\frac{2}{\lambda_{\max}}. \tag{11}$$

The largest magnitude is smallest when the two ends balance, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. This gives

$$\alpha_{\rm b}=\frac{2}{\lambda_{\max}+\lambda_{\min}},\qquad \rho=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}. \tag{12}$$

The condition $\lambda_{\min}>0$ has a thermodynamic meaning. The independent-electron free energy is $A_s=\Omega_s+\mu N-\langle V,n\rangle$, where $d\Omega_s=\langle n,dV\rangle-N\,d\mu$. Hence $dA_s=-\langle V,dn\rangle$, and the second derivative of $A_s$ with respect to $n$ is $-\chi_0^{-1}$. The external energy is linear in $n$, and the interaction energy adds $K$. For a density change $d=Sa$, the second variation of the total free energy is therefore

$$\langle d,(-\chi_0^{-1}+K)d\rangle=\langle a,(1+SKS)a\rangle=\langle a,Aa\rangle. \tag{13}$$

All $\lambda$ are positive when the solution is a local minimum with positive curvature in every direction among spin-unpolarized densities; stability against spin polarization is a separate question. At a saddle point with a negative $\lambda$, every positive scalar damping amplifies the error along that mode, in either variable. The iteration can still converge to the saddle if the error has no component along the mode, for example because a symmetry of the starting density excludes it.

### The long-wavelength limit and preconditioning

In a uniform gas $K$ and $\chi_0$ are both diagonal in $\mathbf G$. Then $\varepsilon=\varepsilon^\dagger$, and the schemes share their modes as well as their spectrum. For a slowly varying potential in a metal, the density follows the local value of $\mu-V$, so $\delta n=-(\partial n/\partial\mu)v$, where $v$ is the change of the total effective potential and $\partial n/\partial\mu$ is the value for independent electrons, not the interacting compressibility. The Hartree part of the kernel is $v_c(G)=e^2/(\varepsilon_0G^2)$, and it dominates at small $G$:

$$\lambda_G\simeq1+\frac{e^2}{\varepsilon_0G^2}\frac{\partial n}{\partial\mu}. \tag{14}$$

The smallest $G$ in a cell of length $L$ is $2\pi/L$, so $\lambda_{\max}$ grows as $L^2$ in a long cell. This is charge sloshing, and it limits potential mixing just as much as density mixing.

A preconditioner $P$ changes the error operators to $1-P\varepsilon^\dagger$ for densities and $1-P'\varepsilon$ for potentials. Choose $P'=P^\dagger$. The adjoint of $P\varepsilon^\dagger$ is $\varepsilon P^\dagger$, which has the same eigenvalues as $P^\dagger\varepsilon$. Since all operators are real, their spectra are closed under complex conjugation, and the two preconditioned schemes again have one spectrum. The Kerker factor $P_G=G^2/(G^2+k_0^2)$ is symmetric and can be used unchanged in both. It cancels the divergence in (14), since $P_G\lambda_G\to(e^2/\varepsilon_0k_0^2)\,\partial n/\partial\mu$ as $G\to0$.

### What nonlinear terms change

Let $R=F(U(n))-n$, and start both schemes from matched inputs, $V=U(n)$. After one damped step the density scheme has the potential $U(n+\alpha R)$, while the potential scheme has $(1-\alpha)U(n)+\alpha U(n+R)$. Expand both about $n$:

$$\begin{aligned}U(n+\alpha R)&=U(n)+\alpha KR+\tfrac12\alpha^2U''[R,R]+O(R^3),\\(1-\alpha)U(n)+\alpha U(n+R)&=U(n)+\alpha KR+\tfrac12\alpha U''[R,R]+O(R^3).\end{aligned} \tag{15}$$

The linear terms cancel in the difference, which is

$$\Delta U=-\tfrac12\alpha(1-\alpha)\,U''[R,R]+O(R^3). \tag{16}$$

For the Hartree interaction alone $U$ is affine: a constant part plus $v_cn$. Then $V_k=U(n_k)$ implies $V_{k+1}=U(n_{k+1})$, and by induction the two schemes are the same iteration in different variables, even far from the solution. For Dirac exchange,

$$V_x=-\frac{e^2}{4\pi\varepsilon_0}\left(\frac{3n}{\pi}\right)^{1/3},\qquad V_x'=\frac{V_x}{3n},\qquad V_x''=-\frac{2V_x}{9n^2}, \tag{17}$$

so at fixed $|R|$ the second-order difference, before its mean is removed, is largest where the density is low.

### Positivity

A damped density $(1-\alpha)n+\alpha F$ with $0\le\alpha\le1$ is a weighted average of two non-negative densities and stays non-negative. An extrapolation is not such an average. For $\alpha>1$ the mixed density becomes negative wherever $F<(1-1/\alpha)n$, and the function in (17) then has no physical meaning. A potential has no sign constraint: any real $V$ yields, through occupied orbitals, a non-negative density with $N$ electrons. This protects the admissibility of the step, not its convergence.

### The natural metrics

In the ordinary inner product neither Jacobian need be symmetric. Weighting restores the symmetry:

$$(-\chi_0)^{-1}\varepsilon^\dagger=-\chi_0^{-1}+K,\qquad(-\chi_0)\,\varepsilon=-\chi_0+\chi_0K\chi_0. \tag{18}$$

Both right-hand sides are symmetric. Density errors are therefore measured naturally by $\langle e,(-\chi_0)^{-1}e\rangle$ and potential errors by $\langle e,(-\chi_0)e\rangle$. With $e=Sa$ and $e=S^{-1}a$ respectively, each equals $\langle a,a\rangle$, and a damped step acts as $1-\alpha A$. In the linear regime the natural error is thus multiplied by at most $\max|1-\alpha\lambda|$ in every step. The Euclidean worst-case factors of the two schemes are equal, since an operator and its adjoint have equal norm, but they can exceed this value.

For Hartree alone there is also an inexpensive metric. The output-minus-input residuals of matched inputs obey $R_V=v_cR_n$, or $\nabla^2R_V=-(e^2/\varepsilon_0)R_n$. Integration by parts over the periodic cell gives

$$\frac12\langle R_n,v_cR_n\rangle=\frac{\varepsilon_0}{2e^2}\int|\nabla R_V|^2\,d^3r. \tag{19}$$

The Coulomb energy of the density residual is the field energy of the potential residual. In terms of $|R_n(\mathbf G)|^2$, the Euclidean density norm has weight 1, the energy (19) has weight $G^{-2}$, and the Euclidean potential norm has weight $G^{-4}$.

This matters when a method minimizes a residual. Two-point Anderson mixing minimizes the norm of $R_b-\theta D$, with $D=R_b-R_a$, so that

$$\theta=\frac{\langle D,R_b\rangle_M}{\langle D,D\rangle_M}, \tag{20}$$

where $M$ is the chosen metric. With the energy metric (19) the coefficient is the same in both variables. With Euclidean metrics it generally is not. When exchange makes $K$ indefinite, $K$ itself cannot serve as a metric, whereas (18) still holds.

### A layered electron gas

Take electrons that are free in the plane and feel a potential along $z$ from a positive background $n_+=\bar n[1+0.8\cos(2\pi z/L)]$, with $L=2$ nm, $\bar n=20\ \mathrm{nm^{-3}}$ and $k_BT=0.1$ eV. These are model parameters. The interaction is Hartree plus Dirac exchange; correlation is left out, and orbitals are periodic over one period, without other Bloch phases. The in-plane density of states, $m/(\pi\hbar^2)$ per area including spin, integrated with the Fermi function, gives

$$f_a=\frac{mk_BT}{\pi\hbar^2}\ln\!\left(1+e^{(\mu-\epsilon_a)/k_BT}\right), \tag{21}$$

which is smooth and strictly decreasing in $\epsilon_a$, as required.

With 41 plane waves and Newton's method for self-consistency, the density at the grid points runs from 4.35 to 35.7 nm$^{-3}$. Central differences of the complete maps (2) give the Jacobians, and diagonalization gives

$$\lambda_{\min}=0.908,\qquad\lambda_{\max}=20.06 \tag{22}$$

for both. With 61 plane waves these digits do not change. They do depend on two restrictions of the model. Sampling the Bloch phases along $z$ to convergence moves $\lambda_{\max}$ to 20.25 and the damping limit given below from 0.0997 to 0.0988. The spectrum (22) also covers only errors that depend on $z$ alone and have period $L$. Errors with a small in-plane wavevector $q$ slosh more strongly ($\lambda_{\max}\approx760$ at $q=0.5\ \mathrm{nm^{-1}}$), so a laterally large cell has a much lower limit. Undamped feedback has the factor $1-20.06=-19.06$ quoted at the start.

On this 41-point grid the eigenvalues of $K$ run from $-0.169$ to $1.762\ \mathrm{eV\,nm^3}$, so $K$ is indefinite. The largest eigenvalue of $-\chi_0$ is $12.51\ \mathrm{nm^{-3}\,eV^{-1}}$. By (9), $\lambda_{\max}$ cannot exceed $1+1.762\times12.51=23.0$. The value $\lambda_{\min}<1$ is due to exchange, because a positive Hartree kernel alone would make every $\lambda$ larger than one.

The damping limit is $2/20.06=0.0997$. Small errors along the stiffest mode, followed through 20 full nonlinear iterations, change in magnitude by 0.960 per step at 0.98 of this limit and by 1.040 at 1.02 of it, in both schemes. The best damping is $2/(20.06+0.908)=0.0954$, with $\rho=19.15/20.97=0.913$. A tenfold error reduction then takes about $\ln10/(-\ln0.913)\approx25$ steps. In the natural norms the worst one-step factor is also 0.913; in the Euclidean norm it is 0.976 for both schemes.

The adjoint relation is local. If $0.5\cos(2\pi z/L)\ \mathrm{nm^{-3}}$ is added to the self-consistent density, the largest Jacobian eigenvalue becomes 20.52 for density mixing and 20.59 for potential mixing at the matched potential.

To see the nonlinear difference, start both schemes from $n_+$ and $U(n_+)$ with $\alpha=0.05$. Over 25 steps their potentials differ at the grid points by at most $3.13\times10^{-3}$ eV. Without exchange the largest difference is $3\times10^{-14}$ eV, which is rounding error.

A uniform starting density shows the loss of positivity. Here $v_c=1.833\ \mathrm{eV\,nm^3}$ at $G=2\pi/L$, and $n-n_+=-16\cos(2\pi z/L)\ \mathrm{nm^{-3}}$. The Hartree potential is therefore $-29.3\cos(2\pi z/L)$ eV, which leaves practically no output density at $z=L/2$. An extrapolation with $\alpha=1.5$ gives $20+1.5(0-20)=-10\ \mathrm{nm^{-3}}$ there, while $\alpha=0.5$ gives $+10\ \mathrm{nm^{-3}}$. Extrapolating the potential with $\alpha=1.5$ gives a density whose minimum is zero to numerical accuracy, but not negative.

For the metrics, switch exchange off and take two trial densities: $\bar n[1+0.75\cos(2\pi z/L)]$, and $\bar n[1+0.80\cos(2\pi z/L)+0.10\cos(4\pi z/L)]$. The first has a residual energy (19) of $14.97\ \mathrm{eV\,nm^{-2}}$ per area in either variable. The Euclidean Anderson coefficients are 0.818 for densities and 0.805 for potentials. With the energy metric both are 0.808.
